\section*{Why the Double-Layer Capacitance Minimum Fades in Concentrated Electrolyte}

\section{Two layers carrying one charge}

\textbf{Q.} I measure the differential capacitance of an electrode in a 1:1 salt solution. At 0.001 mol/L there is a sharp minimum at the potential of zero charge. At 1 mol/L I cannot find it. What removes it?

\textbf{A.} The interface behaves as two capacitances in series, and the smaller one controls the total. In dilute solution the smaller one, near zero charge, is that of the diffuse ion cloud, which has the minimum. In concentrated solution it is that of the thin Stern layer next to the metal, which need not have one.

\textbf{Q.} Why in series? Both layers touch the same solution.

\textbf{A.} Because the same charge fixes both potential drops. Assume that no charge crosses the interface and that no ions are specifically adsorbed. Ion centres then come no closer than the outer Helmholtz plane, and the Stern layer between metal and plane holds no ionic charge. If the metal carries charge $\sigma$ per area, the diffuse layer carries $-\sigma$.

Let $E$ be the electrode potential measured from the potential of zero charge, $\Delta_H$ the drop across the Stern layer (its value at zero charge subtracted), and $\phi$ the potential of the Helmholtz plane relative to the bulk solution. Then
\begin{equation}
E=\Delta_H(\sigma)+\phi(\sigma).
\end{equation}
The measured capacitance is $C=d\sigma/dE$, so differentiation with respect to $\sigma$ gives
\begin{equation}
\frac1C=\frac{dE}{d\sigma}=\frac1{C_H}+\frac1{C_D},\qquad
\frac1{C_H}=\frac{d\Delta_H}{d\sigma},\quad \frac1{C_D}=\frac{d\phi}{d\sigma}.
\label{series}
\end{equation}
Volts per unit of added charge add, and the layer whose potential drop grows more for a small added charge dominates the sum.

\textbf{Q.} Where does the minimum in $C_D$ come from?

\textbf{A.} From the Poisson--Boltzmann equation, a mean-field description with point ions in a solvent of uniform permittivity $\varepsilon$. Let $n$ be the bulk number density of each ion and $\psi(x)$ the potential at distance $x$ from the Helmholtz plane. The charge density is
\begin{equation}
\rho=en\left(e^{-e\psi/kT}-e^{e\psi/kT}\right)=-2en\sinh\frac{e\psi}{kT},
\end{equation}
and Poisson's equation $\varepsilon\psi''=-\rho$ becomes $\varepsilon\psi''=2en\sinh(e\psi/kT)$. Multiply by $\psi'$ and integrate. Since $\psi$ and $\psi'$ vanish in the bulk,
\begin{equation}
\frac{\varepsilon}{2}\psi'^2=2nkT\left(\cosh\frac{e\psi}{kT}-1\right)
=4nkT\sinh^2\frac{e\psi}{2kT}.
\end{equation}
The potential decays towards the bulk, so $\psi'$ has the sign opposite to $\psi$. Gauss's law gives $\sigma=-\varepsilon\psi'(0)$, and therefore
\begin{equation}
\sigma=\sigma_0\sinh\frac{\phi}{g},\qquad
\sigma_0=\sqrt{8\varepsilon kTn},\qquad g=\frac{2kT}{e}.
\end{equation}
Differentiating, and using $\cosh^2-\sinh^2=1$,
\begin{equation}
C_D=\frac{d\sigma}{d\phi}=\frac{\sigma_0}{g}\cosh\frac{\phi}{g}
=\frac{\sqrt{\sigma_0^2+\sigma^2}}{g}.
\label{cd}
\end{equation}
This is smallest at $\sigma=0$, where
\begin{equation}
C_{D0}=\frac{\sigma_0}{g}=\sqrt{\frac{2e^2\varepsilon n}{kT}}=\frac{\varepsilon}{\lambda},\qquad
\lambda=\sqrt{\frac{\varepsilon kT}{2e^2n}}.
\end{equation}
At zero charge the cloud responds like a plate capacitor of thickness $\lambda$, the Debye length. Charging the metal draws counterions closer and raises $C_D$. Adding salt shortens $\lambda$ and raises $C_{D0}$ as $\sqrt n$.

\section{From a deep dip to a shallow one}

\textbf{Q.} Please put numbers on this.

\textbf{A.} Take 298.15 K, a relative permittivity of 78.5 and a constant $C_H=25\ \mu\mathrm{F/cm^2}$, the same at all concentrations. These are round model parameters. Then $g=0.05139$ V. In $\mu\mathrm{F/cm^2}$, at zero charge,
\begin{align}
0.001\ \text{mol/L}:&\quad C(0)=\left(\frac1{25}+\frac1{7.23}\right)^{-1}=5.61,\\
1\ \text{mol/L}:&\quad C(0)=\left(\frac1{25}+\frac1{228.5}\right)^{-1}=22.5.
\end{align}
Now move to $E=0.2$ V. The charge is 1.96 $\mu\mathrm{C/cm^2}$ in the dilute case and 4.52 $\mu\mathrm{C/cm^2}$ in the concentrated one. With $\sigma_0=0.371$ and 11.74 $\mu\mathrm{C/cm^2}$, equation (\ref{cd}) gives
\begin{align}
0.001\ \text{mol/L}:&\quad C_D=\frac{\sqrt{0.371^2+1.96^2}}{0.05139}=38.8,\quad C=15.2,\\
1\ \text{mol/L}:&\quad C_D=\frac{\sqrt{11.74^2+4.52^2}}{0.05139}=245,\quad C=22.7.
\end{align}
The total capacitance rises by 171\% over $C(0)$ in the dilute solution and by 0.7\% in the concentrated one. The intermediate concentrations, 0.01 and 0.1 mol/L, give 48\% and 8.5\%.

As a test of equations (\ref{series}) and (\ref{cd}), the Poisson--Boltzmann equation was also solved numerically with the Stern layer as a boundary condition. At all four concentrations, at $E=0$ and 0.1 V, the capacitances agreed within a relative difference of $10^{-5}$.

\textbf{Q.} Is there one quantity that measures the depth?

\textbf{A.} For constant $C_H$, the curve tends to $C_H$ at large charge, since $C_D$ grows without limit in this model. The dip below that plateau is
\begin{equation}
1-\frac{C(0)}{C_H}=1-\frac{C_{D0}}{C_H+C_{D0}}
=\frac{C_H}{C_H+C_{D0}}\equiv f.
\end{equation}
In the dilute limit $f\to1$ and $C(0)\to C_{D0}$. In the concentrated limit $f\approx C_H/C_{D0}$, which falls as $n^{-1/2}$. The crossover $f=1/2$ occurs at $C_{D0}=C_H$, that is, at
\begin{equation}
n_{1/2}=\frac{C_H^2\,kT}{2e^2\varepsilon},
\end{equation}
which is 0.012 mol/L here. From 0.001 to 1 mol/L, $f$ drops from 0.78 to 0.10.

\textbf{Q.} A 10\% dip should still be easy to see. Why is the curve at 1 mol/L so flat?

\textbf{A.} Because a scan of a few tenths of a volt does not reach the plateau. Most of the applied potential falls across the Stern layer. At $E=0.2$ V that layer takes $4.52/25=0.181$ V, leaving $\phi=0.019$ V to compress the diffuse layer. In the dilute case $\phi=0.122$ V.

The effect can be found to leading order in $E$. Near zero charge $\sigma\approx C_{D0}\phi$, so
\begin{equation}
E\approx\phi\left(1+\frac{C_{D0}}{C_H}\right)\quad\Rightarrow\quad \phi\approx fE.
\end{equation}
Expanding the hyperbolic cosine gives $\delta C_D/C_{D0}\approx\phi^2/(2g^2)$. With $C_H$ fixed, equation (\ref{series}) gives $\delta C/C^2=\delta C_D/C_D^2$, hence
\begin{equation}
\frac{\delta C}{C(0)}=\frac{C(0)}{C_{D0}}\,\frac{\delta C_D}{C_{D0}}
=f\,\frac{(fE)^2}{2g^2}=\frac{f^3}{8}\left(\frac{eE}{kT}\right)^2 .
\label{rise}
\end{equation}
One factor $f$ is the weight of the diffuse layer in the series sum. The other two come from its share of the potential. In the concentrated limit the initial rise therefore fades as $n^{-3/2}$, faster than the dip itself.

At 1 mol/L, $f^3/8=1.20\times10^{-4}$ and $eE/kT=2(0.2)/0.05139=7.78$, so equation (\ref{rise}) predicts 0.73\%, close to the full 0.66\%. At 0.001 mol/L it would give about 350\% instead of 171\%. There $\phi$ exceeds $g$, and the expansion no longer applies.

\textbf{Q.} Could the diffuse layer lose its minimum by itself, simply because it becomes thin?

\textbf{A.} Not in this model. Without a Stern layer, $\phi=E$ and
\begin{equation}
\frac{C_D(E)}{C_{D0}}=\cosh\frac{E}{g},
\end{equation}
which does not contain $n$. At 0.2 V the ratio is 24.5 at both 0.001 and 1 mol/L. Thinning of the cloud makes $C_{D0}$ large, but for point ions without a capacitance in series the relative rise at a given potential stays the same. At 1 mol/L this is a formal statement only: it requires a counterion concentration of about 2400 mol/L at the surface and a charge of 288 $\mu\mathrm{C/cm^2}$. For ions on a lattice of spacing 0.5 nm the ratio at 0.2 V is 22 at 0.001 mol/L but 0.8 at 1 mol/L.

\section{When the minimum is really gone}

\textbf{Q.} So the minimum is still there at 1 mol/L, only too shallow?

\textbf{A.} With constant $C_H$, yes. Equation (\ref{cd}) makes $1/C$ fall steadily with $|\sigma|$, so $C$ has its minimum at zero charge at every concentration. With point ions and a uniform permittivity, strict disappearance needs a Stern capacitance that changes with charge. Take the simplest case,
\begin{equation}
\frac1{C_H}=\frac1K-a\sigma,\qquad a>0,
\end{equation}
over a charge range where the right side stays positive. Then
\begin{equation}
\frac{d}{d\sigma}\frac1C=-a-\frac{g\sigma}{(\sigma^2+\sigma_0^2)^{3/2}} .
\end{equation}
A zero requires negative $\sigma$. Writing $s=-\sigma>0$, the condition is
\begin{equation}
a=h(s),\qquad h(s)=\frac{gs}{(s^2+\sigma_0^2)^{3/2}} .
\end{equation}
The derivative $h'(s)$ has the sign of $(s^2+\sigma_0^2)-3s^2=\sigma_0^2-2s^2$. Thus $h$ rises from zero to a maximum at $s=\sigma_0/\sqrt2$ and then falls back towards zero. Its maximum is
\begin{equation}
h_{\max}=\frac{g\,\sigma_0/\sqrt2}{(3/2)^{3/2}\sigma_0^3}
=\frac{2g}{3\sqrt3\,\sigma_0^2}
=\frac{4kT/e}{24\sqrt3\,\varepsilon kTn}
=\frac1{6\sqrt3\,e\varepsilon n}.
\end{equation}
If $a<h_{\max}$ there are two solutions. Between them $h>a$, so $1/C$ rises with $\sigma$ and $C$ falls; outside them $C$ rises with $\sigma$. The solution nearer zero charge is therefore a minimum of $C$, and the farther one a maximum. They merge and vanish at
\begin{equation}
n^*=\frac1{6\sqrt3\,e\varepsilon a}.
\end{equation}
Above $n^*$ the slope of the Stern term outweighs the diffuse term at every charge, and $C$ rises monotonically. Since $dE/d\sigma=1/C>0$, plotting against potential instead of charge neither creates nor removes extrema. For $a<0$ the picture is mirrored in $\sigma$, with $|a|$ in $n^*$. This $n^*$ belongs to the linear form. For a symmetric hump, $1/C_H=1/K+b\sigma^2$, the expansion $1/C_D\approx g/\sigma_0-g\sigma^2/(2\sigma_0^3)$ shows that the minimum stays at zero charge and turns into a maximum once $2b>g/\sigma_0^3$.

\textbf{Q.} Is that concentration within reach?

\textbf{A.} Let $1/C_H$ start at $1/25=0.04\ \mathrm{cm^2/\mu F}$ and fall by 10\% of this value per 5 $\mu\mathrm{C/cm^2}$. Then $a=0.004/5=8.0\times10^{-4}\ \mathrm{cm^4/(\mu F\,\mu C)}$ and $n^*$ corresponds to 0.18 mol/L for point ions (ions on a lattice of spacing 0.5 or 0.65 nm lower it to 0.17 or 0.15 mol/L). A scan of the numerical slope of $E(\sigma)$ tested this: it found one minimum 2\% below $n^*$ and none 2\% above.

At 0.1 mol/L the minimum survives at $-0.86\ \mu\mathrm{C/cm^2}$, with the neighbouring maximum only 4\% higher. At 1 mol/L there is none.

\textbf{Q.} Then may I still read the potential of zero charge from the minimum?

\textbf{A.} In dilute solution, yes, within these assumptions. For $s\ll\sigma_0$, $h\approx gs/\sigma_0^3$, so the minimum lies at $\sigma\approx-a\sigma_0^3/g$. This shift grows as $n^{3/2}$. At 0.01 mol/L it is $-0.025\ \mu\mathrm{C/cm^2}$, which places the minimum 2 mV negative of the potential of zero charge. At 0.001 mol/L the error is 0.14 mV, but at 0.1 mol/L it has grown to 47 mV.

Specific adsorption can be a more serious matter. If a charge $\sigma_a$ sits at the inner side of the Helmholtz plane, the diffuse layer balances $\sigma+\sigma_a$, and its contribution to $1/C$ becomes
\begin{equation}
\frac{d\phi}{d\sigma}=\frac1{C_D(\sigma+\sigma_a)}\left(1+\frac{d\sigma_a}{d\sigma}\right).
\end{equation}
The minimum of $C_D$ then belongs to $\sigma=-\sigma_a$, not to an uncharged metal. If $\sigma_a$ varies with $\sigma$, the factor in brackets can also move the minimum of the measured $C$ away from this charge.

\textbf{Q.} How far do you trust the model at 1 mol/L?

\textbf{A.} As a trend. The Debye length is 0.30 nm, comparable with the size of a molecule, and the predicted counterion concentration at the Helmholtz plane reaches 2.1 mol/L at 0.2 V. Point ions and a uniform permittivity are poor assumptions there. In particular, crowding of ions of finite size $d$ turns the minimum of $C_D$ into a maximum when $2nd^3>1/3$ in a lattice-gas model, or when the total packing fraction exceeds 0.051 for hard spheres with the Carnahan--Starling equation of state. At 1 mol/L these thresholds are $d=0.65$ and 0.43 nm, sizes within reach of hydrated ions. The minimum of $C$ can then vanish at this concentration even with constant $C_H$.

The masking needs less than the full model: it needs $C_D$ well above $C_H$. If the true $C_{D0}$ were half the calculated value, 114 instead of 228 $\mu\mathrm{F/cm^2}$, $f$ would be $25/(25+114)=0.18$ instead of 0.10. The dip would be deeper, but still far from the 0.78 of the dilute solution. The remaining values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
temperature = 298.15 K, relative permittivity = 78.5
g = 2kT/e = 0.05139 V
constant Stern capacitance = 25.0 uF/cm^2
largest relative deviation, series law vs PB solution = 7.2e-06
half-dip concentration = 0.0120 mol/L
-- concentration 0.001 mol/L, constant Stern layer
Debye length = 9.620 nm, sigma0 = 0.371 uC/cm^2
C_D0 = 7.23 uF/cm^2, C(0) = 5.61 uF/cm^2
dip fraction f = 0.7758, f^3/8 = 5.836e-02
at E = 0.2 V: C = 15.21 uF/cm^2, rise over C(0) = 171.33 %
at E = 0.2 V: sigma = 1.96 uC/cm^2, phi = 0.1216 V
at E = 0.2 V: contact counterions = 0.11 mol/L
-- concentration 0.01 mol/L, constant Stern layer
Debye length = 3.042 nm, sigma0 = 1.174 uC/cm^2
C_D0 = 22.85 uF/cm^2, C(0) = 11.94 uF/cm^2
dip fraction f = 0.5225, f^3/8 = 1.783e-02
at E = 0.2 V: C = 17.72 uF/cm^2, rise over C(0) = 48.44 %
at E = 0.2 V: sigma = 2.90 uC/cm^2, phi = 0.0840 V
at E = 0.2 V: contact counterions = 0.26 mol/L
-- concentration 0.1 mol/L, constant Stern layer
Debye length = 0.962 nm, sigma0 = 3.713 uC/cm^2
C_D0 = 72.25 uF/cm^2, C(0) = 18.57 uF/cm^2
dip fraction f = 0.2571, f^3/8 = 2.123e-03
at E = 0.2 V: C = 20.15 uF/cm^2, rise over C(0) = 8.50 %
at E = 0.2 V: sigma = 3.84 uC/cm^2, phi = 0.0465 V
at E = 0.2 V: contact counterions = 0.61 mol/L
-- concentration 1.0 mol/L, constant Stern layer
Debye length = 0.304 nm, sigma0 = 11.741 uC/cm^2
C_D0 = 228.48 uF/cm^2, C(0) = 22.53 uF/cm^2
dip fraction f = 0.0986, f^3/8 = 1.199e-04
at E = 0.2 V: C = 22.68 uF/cm^2, rise over C(0) = 0.66 %
at E = 0.2 V: sigma = 4.52 uC/cm^2, phi = 0.0193 V
at E = 0.2 V: contact counterions = 2.12 mol/L
no Stern layer, 0.001 mol/L: C(0.2 V)/C(0) = 24.52
no Stern layer, 1.0 mol/L: C(0.2 V)/C(0) = 24.52
-- charge-dependent Stern layer
tilt a = 8.00e-04 cm^4/(uF uC)
disappearance concentration = 0.1794 mol/L
charge where extrema merge = -3.52 uC/cm^2
0.001 mol/L: number of local minima = 1
  minimum: C = 5.61 uF/cm^2 at 0.00 uC/cm^2
  maximum: C = 18.93 uF/cm^2 at -8.00 uC/cm^2
  maximum above minimum by 237.75 %
0.01 mol/L: number of local minima = 1
  minimum: C = 11.94 uF/cm^2 at -0.03 uC/cm^2
  maximum: C = 18.96 uF/cm^2 at -7.88 uC/cm^2
  maximum above minimum by 58.81 %
0.1 mol/L: number of local minima = 1
  minimum: C = 18.46 uF/cm^2 at -0.86 uC/cm^2
  maximum: C = 19.21 uF/cm^2 at -6.48 uC/cm^2
  maximum above minimum by 4.05 %
1.0 mol/L: number of local minima = 0
\end{verbatim}
